# Reaction-path degeneracy of silane hydrogen elimination through a Cs saddle

**Question**

I am working on the gas-phase step $\mathrm{SiH_4\to SiH_2+H_2}$ for a silicon deposition model. An exercise asks me to show that the reaction-path degeneracy is 12 when the transition state has $C_s$ symmetry, first with rotational symmetry numbers and then by permuting labelled hydrogens.

The symmetry numbers seem to give $12/1$. With labels I get three different answers. There are six ways to choose the two hydrogens that leave. If the two leaving positions are different, I get twelve. If I also exchange the two hydrogens that stay behind, the labelled transition state looks different again, and I get twenty-four. Which count is right, and why? And should my rate constant at about 1 Torr really be multiplied by this number?

**Answer**

The count is 12. The extra factor of two in your 24 is a real difference between labelled saddles, but those additional saddles belong to the mirror-image labelled silane. The number 12 multiplies the high-pressure rate constant. At 1 Torr only a small part of it survives in the rate, as shown at the end.

**What is being counted**

Take the $C_s$ saddle as given. Its mirror plane contains Si and the two leaving hydrogens, at sites A and B, and reflects the two spectator hydrogens into each other. Sites A and B are not equivalent. I assume that all saddles for this reaction are symmetry copies of this one, and that each has silane on one side and the products on the other.

Number the hydrogens 1 to 4. Two numbered structures are the same *labelled version* if a proper rotation of the whole molecule carries one into the other. A reflection does not count, because turning a molecule in space never performs one. For numbered hydrogens that do not all lie in one plane, the mirror image is a different labelled version. The degeneracy $L$ is the number of distinct labelled saddles that can be reached from one labelled silane.

**Route 1: symmetry numbers**

The symmetry number $\sigma$ is the number of proper rotations that leave the unlabelled structure unchanged. Silane has the identity, eight rotations by $\pm120^\circ$ about the four Si–H axes, and three rotations by $180^\circ$:

$$\sigma=1+8+3=12 .$$

The group $C_s$ contains the identity and a reflection. The reflection is not a proper rotation, so $\sigma^\ddagger=1$.

These numbers enter the rate through the Pauli principle. The four protons have $2^4=16$ spin states. The twelve rotations of silane permute the protons evenly, so the total wavefunction must be unchanged by each of them. The electronic and vibrational ground states are already unchanged, which leaves the product of rotational and spin states.

A spherical-top level $J$ has $(2J+1)^2$ states: $2J+1$ orientations in space times $2J+1$ in the molecular frame. The symmetry rotations act on the second index, with trace

$$\chi_J(\varphi)=\frac{\sin[(2J+1)\varphi/2]}{\sin(\varphi/2)} .$$

A permutation of spins has trace $2^c$, where $c$ is its number of cycles. The identity has four cycles and trace 16. A $120^\circ$ rotation has one three-cycle and one fixed proton, so $c=2$ and the trace is 4. A $180^\circ$ rotation exchanges two pairs, so again the trace is 4. Averaging over the group projects onto the allowed states:

$$n(J)=\frac{16(2J+1)+8\cdot4\,\chi_J(120^\circ)+3\cdot4\,\chi_J(180^\circ)}{12}.$$

Each allowed combination still has its $2J+1$ orientations in space. Both characters have magnitude at most 1, while the first term grows with $J$. When many levels are populated, $n(J)\to16(2J+1)/12$. In a vibrationally excited level, each term is also multiplied by the trace of that rotation over the vibrational states. This trace does not depend on $J$, and for the identity it is the number of vibrational states, so the identity term again dominates and the fraction allowed is again $1/12$. The partition function per spin state is then the unrestricted one, $\hat Q$, divided by 12. At 900 K the ratio of the two rotational sums is 12.00000. At 5 K it is 6.741, so the classical symmetry number fails there.

Odd permutations turn one labelled form of silane into the other. They add no restriction within one potential well as long as the two forms do not interconvert appreciably.

The spin factor 16 cancels between saddle and reactant. Transition-state theory therefore gives, in the high-pressure limit,

$$k_\infty=m^\ddagger\,\frac{k_BT}{h}\,
\frac{\hat Q^\ddagger/\sigma^\ddagger}{\hat Q/\sigma}\,e^{-E_0/k_BT}
=L\,\frac{k_BT}{h}\,\frac{\hat Q^\ddagger}{\hat Q}\,e^{-E_0/k_BT},
\qquad L=\frac{m^\ddagger\sigma}{\sigma^\ddagger}.$$

In atomic units $h=2\pi$; I keep $h$ visible so that numbers can be inserted later. The threshold $E_0$ includes the change in zero-point energy. The factor $m^\ddagger$ is 2 for a chiral saddle, which occurs in two mirror-image shapes, and 1 otherwise. A $C_s$ saddle coincides with its mirror image when labels are ignored, so $m^\ddagger=1$ and

$$L=\frac{1\cdot12}{1}=12 .$$

The hats matter. If $L$ is written in front and the partition functions also contain their symmetry numbers, the factor becomes 144.

**Route 2: labelled hydrogens**

There are $4!=24$ ways to place the labels on a fixed structure. Proper rotations collect them into sets of $\sigma$ equivalent labellings. Silane therefore has

$$N=\frac{4!}{12}=2$$

labelled versions, which are mirror images of each other. The saddle has

$$N^\ddagger=\frac{4!}{1}=24 .$$

This is your 24. It is the total for both labelled silanes. A reflection exchanges the two silanes and carries the saddles of one into the saddles of the other, so each silane has the same share:

$$L=\frac{N^\ddagger}{N}=\frac{24}{2}=12 .$$

For a general saddle $N^\ddagger=4!\,m^\ddagger/\sigma^\ddagger$, and dividing by $4!/\sigma$ gives $m^\ddagger\sigma/\sigma^\ddagger$. The two routes are the same count written in two ways.

**Where the spectator exchange goes**

Let the mirror plane be $xz$. Put hydrogens $a$ and $b$ at sites A and B, with positions $\mathbf r_a$ and $\mathbf r_b$ in the plane. Put the spectators at $\mathbf r_c=\mathbf M+s\hat{\mathbf y}$ and $\mathbf r_d=\mathbf M-s\hat{\mathbf y}$, where $\mathbf M$ is their midpoint. Define the handedness

$$\eta=(\mathbf r_b-\mathbf r_a)\cdot
[(\mathbf r_c-\mathbf r_a)\times(\mathbf r_d-\mathbf r_a)] .$$

A proper rotation leaves $\eta$ unchanged and a reflection reverses its sign. With $\mathbf u=\mathbf M-\mathbf r_a$ and $\mathbf v=\mathbf r_b-\mathbf r_a$, the cross product is

$$(\mathbf u+s\hat{\mathbf y})\times(\mathbf u-s\hat{\mathbf y})
=-s\,\mathbf u\times\hat{\mathbf y}+s\,\hat{\mathbf y}\times\mathbf u
=-2s\,\mathbf u\times\hat{\mathbf y}.$$

Since $\mathbf u$ lies in the $xz$ plane, $\mathbf u\times\hat{\mathbf y}=(-u_z,0,u_x)$. Hence

$$\eta=2s\,(v_xu_z-v_zu_x).$$

Exchanging $c$ and $d$ means $s\to-s$, which reverses $\eta$. To reverse $\eta$ by a continuous motion, the four hydrogens would have to pass through a common plane. I assume that the path between the saddle and silane does not do this. Then $\eta$ keeps its sign, and the exchanged saddle leads back to the other labelled silane.

The direct count for one given silane is now short. Choose the hydrogen for site A in 4 ways and the one for site B in 3 ways. The handedness of the silane fixes how the last two are placed:

$$L=4\cdot3\cdot1=12 .$$

Your six counts unordered pairs. It misses the factor of two from the inequivalence of A and B.

A concrete saddle shows the assignment. I took Si–H distances of 1.55 and 1.70 Å at A and B, 1.48 Å for the spectators, and H–Si–H angles of $40^\circ$ for the leaving pair and $110^\circ$ for the spectators. These are model values, not an optimized structure. All labelled copies were relaxed with Si fixed, using Si–H springs of rest length 1.48 Å and force constant 5, plus an H–H repulsion equal to the inverse distance in the same arbitrary energy units. No copy changed handedness. The final bond directions were tetrahedral, and each of the two labelled silanes received 12 saddles. This illustrates the connection, but it is not a calculation of silane's energy surface.

**Other saddles, the reverse reaction and one deuterium**

The same formula shows how the answer depends on the saddle:

- $C_{2v}$, with equivalent leaving hydrogens: $\sigma^\ddagger=2$ and $L=6$. This is the case in which counting unordered pairs is enough.
- $C_{3v}$, with one stretched bond: $\sigma^\ddagger=3$ and $L=4$, one path for each bond.
- $C_1$, with no symmetry: $\sigma^\ddagger=1$, $m^\ddagger=2$ and $L=24$.

Counting labelled copies of model shapes gives the same three values. If a reaction has several inequivalent saddles, each needs its own $L$ and its own partition function, and the rates are added.

For the reverse reaction, $\mathrm{SiH_2}$ and $\mathrm{H_2}$ each have symmetry number 2, so $L_{\rm rev}=2\cdot2/1=4$. The ratio $12/4=3$ equals the symmetry factor in the equilibrium constant, $12/(2\cdot2)=3$, as detailed balance requires.

Replacing one hydrogen by deuterium makes some of the paths distinguishable. $\mathrm{SiH_3D}$ has $\sigma=3$. With D at site A, or at site B, the saddle keeps its mirror plane and each case has $3/1=3$ paths. With D as a spectator the saddle is chiral, and there are $2\cdot3/1=6$ paths. The twelve paths thus split into six that release HD and six that release $\mathrm{H_2}$. The two rates need not be equal, because the masses also change the partition functions and the zero-point energies.

**A rate at 900 K**

I use rough values in the regime of silane: $E_0=2.50$ eV and vibrational quanta between 0.09 and 0.27 eV, listed in the numerical output. At 900 K, $k_BT=0.07756$ eV. With $h=4.136\times10^{-15}$ eV s,

$$\frac{k_BT}{h}=1.875\times10^{13}\ \mathrm{s^{-1}} .$$

The rotational ratio without symmetry numbers is 1.074. The vibrational partition functions, measured from the zero-point levels, are 3.969 for the saddle and 4.201 for silane. Therefore

$$\frac{\hat Q^\ddagger}{\hat Q}=1.074\cdot\frac{3.969}{4.201}=1.015 .$$

One path contributes

$$1.875\times10^{13}\cdot1.015\cdot e^{-2.50/0.07756}
\simeq0.19\ \mathrm{s^{-1}},$$

and twelve paths give $k_\infty\simeq2.3\ \mathrm{s^{-1}}$.

**Does the factor 12 survive at 1 Torr?**

The formula for $k_\infty$ assumes that collisions keep the energetic molecules at their thermal population. To see what happens otherwise, let $P(E)$ be the thermal distribution of vibrational energy and $\omega$ the collision rate. Assume strong collisions, meaning that one collision restores the thermal distribution. In steady state the fraction $f(E)$ of molecules at energy $E$ satisfies

$$\omega P(E)=[\omega+k(E)]f(E),$$

where the left side is supply by collisions and the right side is loss by collisions and reaction. Multiplying $f(E)$ by $k(E)$ and integrating gives

$$k_{\rm uni}=\int_{E_0}^{\infty}\frac{\omega\,k(E)P(E)}{\omega+k(E)}\,dE,
\qquad
k(E)=L\,\frac{\hat Q^\ddagger_{\rm rot}}{\hat Q_{\rm rot}}\,
\frac{N^\ddagger_{\rm vib}(E-E_0)}{h\rho(E)} .$$

Here $N^\ddagger_{\rm vib}$ is the number of vibrational states of the saddle up to the available energy, and $\rho$ is the vibrational density of states of silane. Rotation enters through its thermal ratio.

For $\omega\to\infty$ the integrand becomes $k(E)P(E)$. With $P=\rho e^{-E/k_BT}/\hat Q_{\rm vib}$ the density $\rho$ cancels. Integration by parts then gives

$$\int_{E_0}^{\infty}N^\ddagger_{\rm vib}(E-E_0)e^{-E/k_BT}dE
=k_BT\,e^{-E_0/k_BT}\hat Q^\ddagger_{\rm vib},$$

which restores $k_\infty$ with its factor $L$. For $\omega\to0$ the fraction $k/(\omega+k)$ tends to 1 and

$$k_{\rm uni}\to\omega\int_{E_0}^{\infty}P(E)\,dE .$$

No $L$ is left. Nearly every molecule that gains enough energy reacts before its next collision, so additional exits do not help. The supply of energetic molecules sets the rate.

For pure silane at 900 K with a round collision diameter of 4 Å, $\omega\simeq5.9\times10^6\ \mathrm{s^{-1}}$ at 1 Torr. The model gives $k_{\rm uni}\simeq4.4\times10^{-3}\ \mathrm{s^{-1}}$, about 0.2% of $k_\infty$. Changing $L$ from 1 to 12, with everything else fixed, raises this rate by a factor of 1.05. At 760 Torr the rate is about 42% of $k_\infty$, and the same change raises it by a factor of 6.2.

A temperature of 900 K and a pressure near 1 Torr are rough conditions for silicon deposition from silane. The assumption broken there is the high-pressure limit: in this model, using $k_\infty$ overestimates the gas-phase rate by a factor of about 500. The corrections to $k_\infty$ itself that are sized here are smaller: the Wigner estimate of tunnelling gives a factor of 1.16, saddle quanta 10% lower at fixed $E_0$ give 1.3, and a threshold 0.1 eV lower gives 3.6. Real collisions, with silane or with a carrier gas, usually transfer less energy than the strong-collision assumption supposes. If the energy lost in a downward collision is exponentially distributed with a mean of 0.03 to 0.12 eV, the 1 Torr rate of this model falls by a further factor of about 18 to 3, and the gain from changing $L$ from 1 to 12 stays below 1.05. Tunnelling matters more at 1 Torr than in $k_\infty$. It lets molecules below the saddle react, so the effective threshold drops to where $k(E)$ falls to about $\omega$, and that energy depends on $L$. How far it can drop is limited by the height of the saddle above the products. With an Eckart barrier, an imaginary-mode quantum of 0.15 eV and a reverse barrier of 0.05, 0.1 or 0.2 eV, the strong-collision 1 Torr rate rises by about 1.7, 2.5 or 3.3, and the gain from changing $L$ from 1 to 12 becomes about 1.16, 1.4 or 1.7, still far below 12. Silane can also react on surfaces. These effects, anharmonicity and centrifugal effects are left out of the rates above, as is the exchange of energy between rotation and vibration. Letting one rotation exchange energy freely with the vibrations, in both silane and the saddle, roughly doubles the 1 Torr rate. The overestimate by $k_\infty$ then falls from about 500 to about 230, and the gain from changing $L$ from 1 to 12 rises from 1.05 to about 1.17. The low-pressure rates therefore show the trend, but their size is uncertain by an order of magnitude: the single effects sized here range from a factor of about 18 down to about 3 up.

For your deposition model, keep $L=12$ inside $k(E)$ and in $k_\infty$. Do not multiply a low-pressure rate by 12 afterwards.

## Table of computed values

```
Model geometry and rough round rate parameters
Si-H in silane and saddle spectators: 1.48 angstrom
Saddle Si-H at leaving site A: 1.55 angstrom
Saddle Si-H at leaving site B: 1.70 angstrom
Saddle angle H-Si-H, leaving pair: 40.0 degrees
Saddle angle H-Si-H, spectators: 110.0 degrees
Saddle H-H, leaving pair: 1.120 angstrom
Symmetry number, silane: 12
Symmetry number, Cs saddle: 1
Labelled versions, silane: 2
Labelled versions, Cs saddle: 24
Saddles belonging to each labelled silane: [12, 12]
Largest misfit after model relaxation: 3.8e-08 angstrom
Distinct ordered leaving pairs: 12
Spectator swap changes labelled silane: True
Control degeneracies by saddle symmetry: {'C2v': 6, 'C3v': 4, 'C1': 24}
SiH3D paths, D at site A / site B / spectator: [3, 3, 6]
Symmetry numbers, SiH2 and H2: 2, 2
Reverse path degeneracy: 4
Unrestricted/Pauli rotational sum at 900 K: 12.00000
Unrestricted/Pauli rotational sum at 5 K: 6.741
Silane mode quanta: [0.27, 0.27, 0.27, 0.27, 0.12, 0.12, 0.11, 0.11, 0.11] eV
Saddle real-mode quanta: [0.27, 0.27, 0.22, 0.2, 0.12, 0.12, 0.1, 0.09] eV
Imaginary-mode quantum, magnitude: 0.15 eV
Threshold E0, zero-point energy included: 2.50 eV
Temperature: 900 K; thermal energy: 0.07756 eV
Rotational ratio without symmetry numbers: 1.0741
Vibrational partition function, silane: 4.2009
Vibrational partition function, saddle: 3.9691
k_infinity per path: 1.9058e-01 1/s
k_infinity with degeneracy: 2.2870e+00 1/s
State-count/partition-function k_infinity: 1.00000000
Collision diameter: 4.0 angstrom
Collision rate at 1 Torr: 5.875e+06 1/s
Collision rate at 760 Torr: 4.465e+09 1/s
k_uni at 1 Torr: 4.418e-03 1/s; k_uni/k_infinity: 1.932e-03
k_uni at 760 Torr: 9.559e-01 1/s; k_uni/k_infinity: 4.180e-01
Rate gain from degeneracy at 1 Torr: 1.053
Rate gain from degeneracy at 760 Torr: 6.218
Wigner tunnelling factor: 1.156
k_infinity factor, saddle quanta 10% lower, E0 fixed: 1.318
k_infinity factor for a 0.1 eV lower threshold: 3.631
```
